# Three-band MoS2: parameter count, K levels and the conduction edge: verification in Python

```python
"""Three-band model of a trigonal-prismatic MoS2 monolayer (point group D3h).

Result under test: with nearest-neighbour Mo-Mo hopping there are two on-site
energies (eps1, eps2) and six hoppings (t0, t1, t2, t11, t12, t22), and at
K = (4 pi / 3a, 0) the levels are
    eps1 - 3 t0   and   eps2 - 1.5 (t11 + t22) +- 3 sqrt(3) |t12|.
Orbital order: d_z2, d_xy, d_x2-y2 (even), then d_xz, d_yz (odd under z -> -z).
Hopping convention: E_ij(R) = <i at 0|H|j at R>, H(k) = sum_R exp(i k.R) E(R).
Energies in eV, lengths in angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy.special import struve, y0

rng = np.random.default_rng(7)
S3 = np.sqrt(3.0)
a = 3.2
bonds = np.array([[a * np.cos(n * np.pi / 3), a * np.sin(n * np.pi / 3), 0.0]
                  for n in range(6)])
K = np.array([4 * np.pi / (3 * a), 0.0, 0.0])


# ---------- orbitals and their symmetry matrices, from the functions ----------
def d_functions(r):
    x, y, z = r[..., 0], r[..., 1], r[..., 2]
    return np.stack([(2 * z**2 - x**2 - y**2) / 2, S3 * x * y,
                     S3 / 2 * (x**2 - y**2), S3 * x * z, S3 * y * z], axis=-1)


def representation(op):
    """Matrix D with phi_j(op^-1 r) = sum_i phi_i(r) D_ij."""
    pts = rng.normal(size=(60, 3))
    return np.linalg.lstsq(d_functions(pts), d_functions(pts @ op), rcond=None)[0]


def rotation(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])


C3 = rotation(2 * np.pi / 3)
mirror_x = np.diag([-1.0, 1.0, 1.0])
inversion = -np.eye(3)
D3 = representation(C3)[:3, :3]
assert np.allclose(D3[1:, 1:], [[-0.5, -S3 / 2], [S3 / 2, -0.5]])
assert np.allclose(representation(mirror_x)[:3, :3], np.diag([1, -1, 1]))


# ---------- number of free parameters: null space of all constraints ----------
def count_parameters(ops):
    reps = [representation(g)[:3, :3] for g in ops]
    images = [[int(np.argmin(np.linalg.norm(bonds - g @ R, axis=1)))
               for R in bonds] for g in ops]
    columns = []
    for unit in np.eye(54):
        X = unit.reshape(6, 3, 3)
        res = [X[(i + 3) % 6] - X[i].T for i in range(6)]
        for D, image in zip(reps, images):
            res += [X[image[i]] - D @ X[i] @ D.T for i in range(6)]
        columns.append(np.ravel(res))
    hops = 54 - np.linalg.matrix_rank(np.array(columns).T, tol=1e-8)
    columns = []
    for unit in np.eye(9):
        X = unit.reshape(3, 3)
        res = [X - X.T] + [D @ X @ D.T - X for D in reps]
        columns.append(np.ravel(res))
    onsite = 9 - np.linalg.matrix_rank(np.array(columns).T, tol=1e-8)
    return int(onsite), int(hops)


count_d3h = count_parameters([C3, mirror_x])
count_c3h = count_parameters([C3])
count_d6h = count_parameters([C3, mirror_x, inversion])
assert count_d3h == (2, 6)
assert count_c3h == (2, 9) and count_d6h == (2, 4)


# ---------- model Hamiltonian as a bond sum ----------
def bond_matrices(p):
    e1, e2, t0, t1, t2, t11, t12, t22 = p
    first = np.array([[t0, t1, t2], [-t1, t11, t12], [t2, -t12, t22]])
    E = [None] * 6
    for n, index in enumerate((0, 2, 4)):
        D = np.linalg.matrix_power(D3, n)
        E[index] = D @ first @ D.T
        E[(index + 3) % 6] = E[index].T
    return np.array(E)


def hamiltonian(k, p):
    phases = np.exp(1j * (bonds @ k))
    return np.diag([p[0], p[1], p[1]]) + np.einsum('n,nij->ij', phases,
                                                 bond_matrices(p))


def closed_elements(k, p):
    e1, e2, t0, t1, t2, t11, t12, t22 = p
    al, be = k[0] * a / 2, S3 * k[1] * a / 2
    ca, sa, cb, sb = np.cos(al), np.sin(al), np.cos(be), np.sin(be)
    c2, s2 = np.cos(2 * al), np.sin(2 * al)
    h00 = e1 + 2 * t0 * (c2 + 2 * ca * cb)
    h01 = -2 * S3 * t2 * sa * sb + 2j * t1 * (s2 + sa * cb)
    h02 = 2 * t2 * (c2 - ca * cb) + 2j * S3 * t1 * ca * sb
    h11 = e2 + 2 * t11 * c2 + (t11 + 3 * t22) * ca * cb
    h22 = e2 + 2 * t22 * c2 + (3 * t11 + t22) * ca * cb
    h12 = S3 * (t22 - t11) * sa * sb + 4j * t12 * sa * (ca - cb)
    return np.array([[h00, h01, h02], [np.conj(h01), h11, h12],
                     [np.conj(h02), np.conj(h12), h22]])


def k_levels(p):
    """Closed forms: A1' level, lower E' level, upper E' level."""
    e1, e2, t0, t1, t2, t11, t12, t22 = p
    centre = e2 - 1.5 * (t11 + t22)
    return np.array([e1 - 3 * t0, centre - 3 * S3 * abs(t12),
                     centre + 3 * S3 * abs(t12)])


for _ in range(20):
    trial = rng.normal(size=8)
    k = np.append(rng.normal(size=2), 0.0)
    assert np.allclose(hamiltonian(k, trial), closed_elements(k, trial), atol=1e-11)
    for valley in (K, -K):
        assert np.allclose(np.linalg.eigvalsh(hamiltonian(valley, trial)),
                           np.sort(k_levels(trial)), atol=1e-11)


# ---------- microscopic check: Mo d and S p orbitals, every bond from geometry ----
def bond_channels(n):
    """Amplitudes of the d orbitals along n (sigma) and across n (pi)."""
    x, y, z = n
    d = d_functions(n)
    grad = np.array([[-x, -y, 2 * z], [S3 * y, S3 * x, 0], [S3 * x, -S3 * y, 0],
                     [S3 * z, 0, x * S3], [0, S3 * z, S3 * y]]).T
    return d, (grad - 2 * np.outer(n, d)) / S3


def pd_matrix(vec, v_sigma=-2.0, v_pi=1.0):
    n = vec / np.linalg.norm(vec)
    d, u = bond_channels(n)
    return v_sigma * np.outer(n, d) + v_pi * u


def effective_hop(R, heights, direct=True, energy_above_p=4.0):
    sulphur = [np.array([a / S3 * np.cos(w), a / S3 * np.sin(w), h])
               for w in np.radians([30, 150, 270]) for h in heights]
    E = np.zeros((5, 5))
    for s1 in sulphur:
        for s2 in sulphur:
            if np.linalg.norm(s1 - R - s2) < 1e-8:
                E += pd_matrix(s1).T @ pd_matrix(s2) / energy_above_p
    if direct and np.linalg.norm(R) > 1e-8:
        d, u = bond_channels(R / np.linalg.norm(R))
        sig, pi = np.outer(d, d), u.T @ u
        E += -0.6 * sig + 0.3 * pi + 0.05 * (np.eye(5) - sig - pi)
    return E


both, top_only = (1.6, -1.6), (1.6,)
micro = [effective_hop(R, both) for R in bonds]
micro_site = effective_hop(np.zeros(3), both)
mix_both = max(np.abs(E[:3, 3:]).max() for E in micro + [micro_site])
mix_top = np.abs(effective_hop(bonds[0], top_only)[:3, 3:]).max()
assert mix_both < 1e-12 and mix_top > 1e-3
M1 = micro[0]
micro_p = np.array([micro_site[0, 0], micro_site[1, 1], M1[0, 0], M1[0, 1],
                    M1[0, 2], M1[1, 1], M1[1, 2], M1[2, 2]])
micro_HK = micro_site[:3, :3] + sum(np.exp(1j * K @ R) * E[:3, :3]
                                  for R, E in zip(bonds, micro))
micro_levels = np.linalg.eigvalsh(micro_HK)
micro_error = np.abs(micro_levels - np.sort(k_levels(micro_p))).max()
assert micro_error < 1e-10
direct_only = effective_hop(bonds[0], ())
assert max(abs(direct_only[0, 1]), abs(direct_only[1, 2])) < 1e-12
assert min(abs(M1[0, 1]), abs(M1[1, 2])) > 1e-3

# ---------- worked example ----------
names = ['eps1', 'eps2', 't0', 't1', 't2', 't11', 't12', 't22']
par = np.array([1.0, 2.1, -0.2, 0.4, 0.5, 0.2, 0.35, 0.05])
levels, states = np.linalg.eigh(hamiltonian(K, par))
Ec, Ev, Eup = k_levels(par)
assert np.allclose(levels, [Ev, Ec, Eup])
gap = levels[1] - levels[0]
chiral_weight = abs(np.vdot(np.array([0, 1j, 1]) / np.sqrt(2), states[:, 0]))**2
assert abs(chiral_weight - 1) < 1e-10
offset = abs(Ec - (Ev + Eup) / 2)
half_split = (Eup - Ev) / 2
assert offset < half_split

small = par.copy()
small[6] = 0.01
small_levels = np.linalg.eigvalsh(hamiltonian(K, small))
assert abs(small_levels[0] - Ec) < 1e-10  # A1' level is now the lowest

# Whole-zone scan; the mesh contains Gamma, M and K.
b1 = 2 * np.pi / a * np.array([1, -1 / S3, 0])
b2 = 2 * np.pi / a * np.array([0, 2 / S3, 0])
N = 60
frac = np.arange(N) / N
mesh = (frac[:, None, None] * b1 + frac[None, :, None] * b2).reshape(-1, 3)
Hmesh = np.einsum('kn,nij->kij', np.exp(1j * mesh @ bonds.T), bond_matrices(par))
Hmesh = Hmesh + np.diag([par[0], par[1], par[1]])
bands = np.linalg.eigvalsh(Hmesh)
assert abs(bands[:, 1].min() - Ec) < 1e-9
assert abs(bands[:, 0].max() - Ev) < 1e-9
gamma = np.linalg.eigvalsh(hamiltonian(np.zeros(3), par))
M_levels = np.linalg.eigvalsh(hamiltonian((b1 + b2) / 2, par))
assert np.allclose(gamma, np.sort([par[0] + 6 * par[2]]
                                  + 2 * [par[1] + 3 * (par[5] + par[7])]))

# Masses from curvature; threefold symmetry must make them isotropic.
h2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e20  # eV angstrom^2


def band_energy(q, angle, band):
    dk = q * np.array([np.cos(angle), np.sin(angle), 0])
    return np.linalg.eigvalsh(hamiltonian(K + dk, par))[band]


def curvature(angle, band, q=2e-3):
    return (band_energy(q, angle, band) + band_energy(-q, angle, band)
            - 2 * levels[band]) / (2 * q**2)


for band in (0, 1):
    assert abs(curvature(0, band) / curvature(np.pi / 2, band) - 1) < 1e-3
m_e = h2m / curvature(0, 1)
m_h = -h2m / curvature(0, 0)
assert m_e > 0 and m_h > 0
mu = m_e * m_h / (m_e + m_h)

# ---------- size of neglected effects ----------
T = 300.0
kT = const.k * T / const.e
qT = np.sqrt(kT * m_h / h2m)
warp = abs(band_energy(qT, 0, 0) - band_energy(qT, np.pi, 0))
assert abs(band_energy(qT, 0, 0) - band_energy(qT, 2 * np.pi / 3, 0)) < 1e-10

lam = 0.075
step = 1e-4
Lz = 1j * (representation(rotation(step)) - representation(rotation(-step)))[:3, :3]
Lz = Lz / (2 * step)
up = np.linalg.eigvalsh(hamiltonian(K, par) + lam / 2 * Lz)
down = np.linalg.eigvalsh(hamiltonian(K, par) - lam / 2 * Lz)
so_split = up[0] - down[0]
assert abs(so_split - 2 * lam) < 1e-6 and abs(up[1] - down[1]) < 1e-6
gap_so = up[1] - up[0]

u_second = 0.02
second = [S3 * a * np.array([np.cos(w), np.sin(w), 0])
          for w in np.radians(np.arange(30, 390, 60))]
second_shift = u_second * sum(np.cos(K @ R) for R in second)
assert abs(second_shift - 6 * u_second) < 1e-10

# Electron-hole binding: V(q) = -2 pi C / [q (1 + r0 q)], sheet in vacuum.
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10  # eV angstrom
r0 = 40.0


def trial_energy(radius):
    """Expectation value for the trial function exp(-r / radius)."""
    integral = quad(lambda q: (1 + (q * radius / 2)**2)**-1.5 / (1 + r0 * q),
                    0, np.inf, limit=200)[0]
    return h2m / mu / radius**2 - coulomb * integral


best = minimize_scalar(trial_energy, bounds=(2, 60), method='bounded')
dr = 0.05
r = (np.arange(4000) + 0.5) * dr
V = -np.pi * coulomb / (2 * r0) * (struve(0, r / r0) - y0(r / r0))
kin = h2m / mu / dr**2
side = -kin * (r[:-1] + dr / 2) / np.sqrt(r[:-1] * r[1:])
grid_energy = eigh_tridiagonal(2 * kin + V, side, select='i',
                               select_range=(0, 0))[0][0]
# The trial value is an upper bound; 1 meV allows for the grid error.
assert -1e-3 < best.fun - grid_energy < 0.08 * abs(grid_energy)

# ---------- output ----------
hartree = const.physical_constants['Hartree energy in eV'][0]
print(f"lattice constant a = {a:.2f} angstrom")
for name, value in zip(names, par):
    print(f"{name} = {value:.3f} eV")
print("free parameters (on-site, hopping), D3h:", count_d3h)
print("same without vertical mirrors:", count_c3h)
print("same with inversion added:", count_d6h)
print(f"S-p model: t1 = {M1[0, 1]:.4f} eV, t12 = {M1[1, 2]:.4f} eV")
print(f"S-p model, even-odd hop, one S layer: {mix_top:.4f} eV")
print("S-p model K levels:", np.round(micro_levels, 4), "eV")
print(f"S-p model, closed-form error: {micro_error:.1e} eV")
print(f"K valence level = {Ev:.4f} eV")
print(f"K conduction level eps1-3t0 = {Ec:.4f} eV = {Ec / hartree:.5f} hartree")
print(f"K upper level = {Eup:.4f} eV")
print(f"centre of E' pair at K = {(Ev + Eup) / 2:.4f} eV")
print(f"half splitting 3 sqrt(3) t12 = {half_split:.4f} eV")
print(f"offset of A1' level from centre = {offset:.4f} eV")
print(f"gap at K = {gap:.4f} eV = {gap / hartree:.5f} hartree")
print(f"weight of chiral state in K valence level = {chiral_weight:.6f}")
print("Gamma levels:", np.round(gamma, 4), "eV")
print("M levels:", np.round(M_levels, 4), "eV")
print(f"zone scan, {N} x {N}: valence maximum = {bands[:, 0].max():.4f} eV")
print(f"zone scan: conduction minimum = {bands[:, 1].min():.4f} eV")
print("K levels if t12 = 0.01 eV:", np.round(small_levels, 4), "eV")
print(f"electron mass at K = {m_e:.3f} m0")
print(f"hole mass at K = {m_h:.3f} m0")
print(f"reduced mass = {mu:.3f} m0")
print(f"thermal energy at {T:.0f} K = {kT:.4f} eV")
print(f"hole wave number at that energy = {qT:.4f} 1/angstrom")
print(f"valence warping there, +x against -x = {warp:.4f} eV")
print(f"spin-orbit constant (rough input) = {lam:.3f} eV")
print(f"valence spin splitting at K = {so_split:.4f} eV")
print(f"gap at K with spin-orbit term = {gap_so:.4f} eV")
print(f"second-shell d_z2 hop (rough input) = {u_second:.3f} eV")
print(f"shift of conduction level by it = {second_shift:.4f} eV")
print(f"screening length (rough input) = {r0:.0f} angstrom")
print(f"pair binding, trial function = {-best.fun:.3f} eV")
print(f"trial radius = {best.x:.2f} angstrom")
print(f"pair binding, radial grid = {-grid_energy:.3f} eV")
print("finished without a failed check")
```

It prints:

```
lattice constant a = 3.20 angstrom
eps1 = 1.000 eV
eps2 = 2.100 eV
t0 = -0.200 eV
t1 = 0.400 eV
t2 = 0.500 eV
t11 = 0.200 eV
t12 = 0.350 eV
t22 = 0.050 eV
free parameters (on-site, hopping), D3h: (2, 6)
same without vertical mirrors: (2, 9)
same with inversion added: (2, 4)
S-p model: t1 = 0.4025 eV, t12 = 0.2142 eV
S-p model, even-odd hop, one S layer: 0.2927 eV
S-p model K levels: [0.33   1.6963 2.5565] eV
S-p model, closed-form error: 1.8e-15 eV
K valence level = -0.0937 eV
K conduction level eps1-3t0 = 1.6000 eV = 0.05880 hartree
K upper level = 3.5437 eV
centre of E' pair at K = 1.7250 eV
half splitting 3 sqrt(3) t12 = 1.8187 eV
offset of A1' level from centre = 0.1250 eV
gap at K = 1.6937 eV = 0.06224 hartree
weight of chiral state in K valence level = 1.000000
Gamma levels: [-0.2   2.85  2.85] eV
M levels: [-0.5264  2.15    3.4764] eV
zone scan, 60 x 60: valence maximum = -0.0937 eV
zone scan: conduction minimum = 1.6000 eV
K levels if t12 = 0.01 eV: [1.6   1.673 1.777] eV
electron mass at K = 0.472 m0
hole mass at K = 0.706 m0
reduced mass = 0.283 m0
thermal energy at 300 K = 0.0259 eV
hole wave number at that energy = 0.0692 1/angstrom
valence warping there, +x against -x = 0.0011 eV
spin-orbit constant (rough input) = 0.075 eV
valence spin splitting at K = 0.1500 eV
gap at K with spin-orbit term = 1.6187 eV
second-shell d_z2 hop (rough input) = 0.020 eV
shift of conduction level by it = 0.1200 eV
screening length (rough input) = 40 angstrom
pair binding, trial function = 0.576 eV
trial radius = 9.46 angstrom
pair binding, radial grid = 0.589 eV
finished without a failed check
```
